# Precursor depletion and growth rate in a radial-inflow deposition reactor

## Problem

Two parallel circular plates are separated by a gap $H$. A carrier gas containing a small mole fraction $x$ of precursor enters at the rim, $r=R$, flows inward, and leaves through a central opening of radius $r_o$. The lower plate takes up precursor at the rate $kc$ per unit area and time, where $c$ is the number density of precursor and $k$, a velocity, is the surface rate constant. The upper plate is inert. Each precursor molecule taken up leaves one atom, which adds a volume $\Omega$ to the film.

The flow is steady and axisymmetric, and $k$, the temperature $T$ and the pressure $p$ are uniform. There is no reaction in the gas. The precursor is well mixed across the gap, so $c$ depends on $r$ alone, and radial diffusion is neglected against the flow. Let $Q>0$ be the volume of gas passing inward per unit time, measured at the temperature and pressure of the gap.

(a) Estimate by scaling how strongly the gas is depleted, and how the growth rate varies with radius.

(b) Show that the growth rate is proportional to $\exp(\pi k r^2/Q)$, and find the prefactor.

(c) Compare the two for germanium grown from germane in hydrogen, with these rough typical inputs: $T=700$ K, $p=10$ Torr, a feed of 10 standard litres per minute (273.15 K, 1 atm), $R=15$ cm, $r_o=3$ cm, $H=1$ cm, $k=20$ cm/s and $x=0.001$. Take the cubic cell of germanium, which holds eight atoms, to have an edge of 5.66 angstrom.

(d) Find how imperfect mixing and radial diffusion change the answer, taking a precursor diffusivity $D=190$ cm²/s.

The algebra contains no $\hbar$, electron mass or elementary charge, so it reads the same in atomic units as in practical ones.

## First estimate by scaling

On its way from the rim to radius $r$ the gas passes over a plate area $\pi(R^2-r^2)$. If its density stayed near the feed value $c_{in}$, this area would take up $kc_{in}\pi(R^2-r^2)$ molecules per unit time. The feed supplies $Qc_{in}$. The ratio of the two is

$$\phi(r)=\frac{\pi k(R^2-r^2)}{Q}.$$

For $\phi\ll1$ it is the fraction of precursor lost before the gas reaches $r$. The growth rate is $G=\Omega kc$, so the estimate is

$$G(r)\approx \Omega k c_{in}\,[1-\phi(r)].$$

Growth is fastest at the rim, where the gas is fresh, and the variation follows $r^2$ because the loss is set by area. The gap $H$ does not appear: at fixed $Q$, a narrower gap shortens the residence time in the same proportion as it raises the plate area per gas volume.

The estimate charges every part of the plate with the uptake of undepleted gas. It therefore overstates the loss, and it becomes absurd for $\phi>1$, where it gives a negative growth rate.

## Solution of the model

Because the precursor is dilute, its removal hardly changes the amount of gas. With $T$ and $p$ uniform, the same volume flow $Q$ then crosses every cylinder of radius $r$.

Consider the ring between $r$ and $r+dr$. Gas enters through its outer side, carrying $Qc(r+dr)$ molecules per unit time, and leaves through its inner side, carrying $Qc(r)$. In a steady state the difference is deposited on the plate area $2\pi r\,dr$:

$$Qc(r+dr)-Qc(r)=kc(r)\,2\pi r\,dr .$$

Dividing by $Q\,dr$ and letting $dr\to0$ gives

$$\frac{dc}{dr}=\frac{2\pi k r}{Q}\,c .$$

The sign is positive because the flow runs towards smaller $r$: density falls along the flow and so rises with radius. Separate the variables and integrate from $r$ to the rim, where $c=c_{in}$:

$$\int_{c(r)}^{c_{in}}\frac{dc'}{c'}=\frac{2\pi k}{Q}\int_r^R r'\,dr'
\quad\Rightarrow\quad
\ln\frac{c_{in}}{c(r)}=\frac{\pi k}{Q}(R^2-r^2)=\phi(r).$$

Hence $c(r)=c_{in}e^{-\phi(r)}$, and multiplication by $\Omega k$ gives

$$G(r)=\Omega k c_{in}\,e^{-\pi k(R^2-r^2)/Q}=G_0\,e^{\pi k r^2/Q},\qquad
G_0=\Omega k c_{in}\,e^{-\pi kR^2/Q}.$$

This is the required result for $r_o\le r\le R$. The prefactor $G_0$ is the extrapolation to $r=0$, which lies inside the opening, outside the range of the solution. A plot of $\ln G$ against $r^2$ is a straight line of slope $\pi k/Q$.

The fraction of precursor deposited follows from the densities at the two ends:

$$f=\frac{Qc_{in}-Qc(r_o)}{Qc_{in}}=1-e^{-\phi(r_o)} .$$

**Limits.** For $\phi\ll1$, $e^{-\phi}\approx1-\phi$, which is the scaling estimate. For $\phi(r_o)\gg1$ nearly all the precursor is used and growth is confined to a band at the rim. There $R^2-r^2=(R+r)(R-r)\approx2R(R-r)$, so in this simple law $G$ falls by a factor $e$ over a distance $Q/(2\pi kR)$. The assumptions behind the law must still hold there. At a fixed gap and diffusivity, a much lower $Q$ makes radial diffusion important, and a much larger $k$ spoils the mixing across the gap; either one widens the band.

**Outward flow.** If the gas enters at the centre instead, the ring gains $Qc(r)$ and loses $Qc(r+dr)$. The derivative changes sign and $G\propto\exp(-\pi kr^2/Q)$. The direction of flow decides which edge of the film is thick.

## Numbers for germanium, and the comparison

The feed of 10 litres per minute is $10\,000/60$ cm³/s at standard conditions. In the gap the ideal gas occupies

$$Q=\frac{10\,000}{60}\times\frac{700}{273.15}\times\frac{760}{10}\ \text{cm}^3/\text{s}=3.246\times10^4\ \text{cm}^3/\text{s}.$$

The feed density is $c_{in}=xp/(k_BT)=1.379\times10^{14}$ cm⁻³, and the volume per atom is $\Omega=5.66^3/8=22.67$ cubic angstrom. The growth rate at the rim is

$$G(R)=\Omega kc_{in}=22.67\times10^{-24}\times20\times1.379\times10^{14}\ \text{cm/s}=6.25\times10^{-8}\ \text{cm/s},$$

which is 37.5 nm/min, or 6.25 angstrom/s. The slope is $\pi k/Q=\pi\times20/32461=1.936\times10^{-3}$ cm⁻², so between rim and opening

$$\phi(r_o)=1.936\times10^{-3}\times(225-9)=0.418 .$$

With these values the estimate $G(R)(1-\phi)$ and the solution $G(R)e^{-\phi}$ give, in nm/min:

| $r$ (cm) | estimate | solution |
|---|---|---|
| 15 | 37.5 | 37.5 |
| 12 | 31.6 | 32.1 |
| 9 | 27.1 | 28.4 |
| 6 | 23.8 | 26.0 |
| 3 | 21.8 | 24.7 |

The estimate has the right trend and lies below the solution by 1% of the latter at 12 cm and by 12% at 3 cm. The gap opens because $e^{-\phi}=1-\phi+\phi^2/2-\dots$, and the first term left out grows as $\phi^2$. The estimated deposited fraction is 0.42, against $1-e^{-0.418}=0.34$.

The film grows $e^{0.418}=1.52$ times faster at the rim than at the opening. In the simple law this ratio $s$ and the deposited fraction are tied together: since $s=e^{\phi(r_o)}$, $f=1-1/s$. With uniform $k$, a more even film therefore wastes more precursor. To reach $s=1.05$ in this simple law by raising $Q$, with $k$, $T$, $p$ and $x$ held fixed, one needs $\phi(r_o)=\ln1.05=0.049$. That is 8.6 times the flow, and the deposited fraction drops to about 5%. With parabolic flow, the transport equation in $r$ and $z$ gives a ratio of about 1.07 at that flow, because imperfect mixing, treated below, adds a drop of about 2% in the density at the plate over the outer few centimetres.

## Imperfect mixing across the gap

The plate removes precursor from below, so the density at its surface, $c_w$, is less than the mean. Let $\eta=z/H$ be the height in units of the gap, and $F(\eta)$ the fraction of $Q$ flowing below $\eta$. Define the flow-weighted mean $c_m=\int_0^1F'(\eta)\,c\,d\eta$, so that $Qc_m$ is the precursor carried by the flow.

Beyond a short entrance region the profile across the gap keeps its shape, and all layers lose the same fraction of their precursor per unit of plate area passed. If $c$ is nearly uniform, the amount a layer gives up is then proportional to its share of the flow. The precursor moving down through height $\eta$ comes from the layers above, which carry the share $1-F$. At $\eta=0$ this downward flux must equal the uptake $kc_w$. To leading order in $kH/D$,

$$\frac{D}{H}\frac{\partial c}{\partial\eta}=kc_w\,[1-F(\eta)].$$

The left side is the downward diffusive flux, positive because $c$ increases with height. Integrating from the plate gives

$$c(\eta)=c_w+\frac{kH}{D}c_w\,I(\eta),\qquad I(\eta)=\int_0^\eta[1-F(\eta')]\,d\eta' .$$

Now take the flow-weighted mean. Since $F'=-(1-F)'$ and $I'=1-F$, integration by parts gives

$$\int_0^1F'I\,d\eta=-\big[(1-F)I\big]_0^1+\int_0^1(1-F)^2d\eta=\int_0^1(1-F)^2d\eta\equiv\beta .$$

The boundary term vanishes because $F(1)=1$ and $I(0)=0$. Thus $c_m=c_w(1+\beta kH/D)$.

For slow viscous flow the velocity profile is parabolic, $F'=6\eta(1-\eta)$ and $F=3\eta^2-2\eta^3$. Then

$$\beta=\int_0^1(1-6\eta^2+4\eta^3+9\eta^4-12\eta^5+4\eta^6)\,d\eta
=1-2+1+\tfrac95-2+\tfrac47=\tfrac{13}{35}.$$

For a flat velocity profile $F=\eta$ and $\beta=1/3$. The ring balance now reads $Q\,dc_m/dr=2\pi r\,kc_w=2\pi r\,k_{\rm eff}c_m$, with

$$k_{\rm eff}=\frac{k}{1+\beta kH/D}.$$

The exponential form survives with $k$ replaced by $k_{\rm eff}$. Here $kH/D=20\times1/190=0.105$, so $k_{\rm eff}=19.25$ cm/s for parabolic flow and 19.32 cm/s for a flat profile. The correction is about 4%, and the shape of the velocity profile matters little.

## Radial diffusion

Density rises outward, so diffusion carries precursor inward, with the flow. The total inward transport is $Qc+2\pi rHD\,dc/dr$, and the ring balance becomes

$$Q\frac{dc}{dr}+2\pi HD\frac{d}{dr}\!\left(r\frac{dc}{dr}\right)=2\pi rkc .$$

Try $c\propto e^{br^2}$. Then $dc/dr=2brc$, and $d(r\,dc/dr)/dr=d(2br^2c)/dr=4brc+4b^2r^3c$. Dividing the balance by $2rc$ leaves

$$bQ+4\pi HD\,b+4\pi HD\,b^2r^2=\pi k .$$

The last term on the left depends on $r$, so the trial form is approximate. When that term is small,

$$b=\frac{\pi k}{Q+4\pi HD}.$$

Neglecting radial diffusion thus requires $Q\gg4\pi HD$ and, when depletion is so strong that $bR^2>1$, also $Q\gg4\pi HD\,bR^2$, so that the dropped term is small too. Here $4\pi HD/Q=0.074$. With $k_{\rm eff}$ in place of $k$, the slope becomes

$$b=1.936\times10^{-3}\times\frac{19.25/20}{1.074}\ \text{cm}^{-2}=1.74\times10^{-3}\ \text{cm}^{-2}.$$

Diffusion also changes the level at the rim. If the total supply there is fixed at $Qc_{in}$, part of it enters by diffusion, and $Qc_{in}=c(R)\,[Q+4\pi HD\,bR^2]$. Hence $c(R)=c_{in}/(1+0.074\times0.39)=0.97\,c_{in}$. The corrected rim growth rate is $37.5\times0.9625\times0.97\approx35$ nm/min.

These leading-order corrections can be set beside a numerical solution of the transport equation in both $r$ and $z$. It was obtained by the finite-volume method with 160 cells along the radius and 40 across the gap, for parabolic flow, the same $D$ in both directions, fixed total supply at the rim and no diffusion through the opening. Between 6 and 12 cm its mean slope of $\ln G$ against $r^2$ is $1.72\times10^{-3}$ cm⁻², within 1% of the corrected value. The simple slope $\pi k/Q$ is 13% above the numerical one.

The growth rates themselves differ less. At 6, 9 and 12 cm the numerical solution gives 25.4, 27.5 and 30.6 nm/min, against 26.0, 28.4 and 32.1 from the simple law. At these radii the simple law is 2 to 5% high. Its rim value is too large, but it also falls too steeply inward, and the two errors partly cancel.

## The model beside a real reactor

The inputs are rough values for low-pressure growth of germanium from germane and do not describe a particular machine. One assumption with a large effect is the inert upper plate. If that plate is as hot as the lower one and takes up precursor at the same rate, each ring takes up twice as much at a given gas density, and the exponent doubles. At fixed $k$, $Q$ and $c_{in}$, the ratio of rim to opening growth in the simple law rises from 1.52 to $e^{0.836}=2.31$. A cold upper plate may avoid this, but then the gas temperature varies across the gap, an effect not sized here.

Uniform temperature of the lower plate matters too. If $k$ follows an Arrhenius law with a rough activation energy of 1 eV, a spot 5 K hotter than 700 K has its rate constant multiplied by

$$\exp\!\left[\frac{1\ \text{eV}}{k_B}\left(\frac1{700\ \text{K}}-\frac1{705\ \text{K}}\right)\right]=1.125 .$$

At the same gas density it grows 12 to 13% faster, which is comparable with the difference between the solution's values at 9 and 12 cm.

Three other effects are either small or confined to the rim for these numbers:

- The reaction GeH₄ → Ge + 2H₂ adds one gas molecule for each one consumed. The flow rises by the fraction $xf=0.001\times0.342\approx3\times10^{-4}$.
- For parabolic flow the mean speed is $H^2/(12\mu)$ times the pressure gradient, where $\mu$ is the viscosity. With mean speed $Q/(2\pi rH)$, integration over $r$ gives a pressure drop $12\mu Q\ln(R/r_o)/(2\pi H^3)$. For $\mu=1.6\times10^{-5}$ Pa s this is 0.12% of $p$. The acceleration of the converging gas, left out of this formula, adds less than 0.01% of $p$.
- A cold feed between two hot plates warms over a length of order $uH^2/\alpha$, where $u=344$ cm/s is the speed at the rim and $\alpha=\mu/(0.7\rho)$ is the thermal diffusivity for gas density $\rho$ and a Prandtl number of 0.7. This gives about 0.7 cm. Since $uH/\alpha\approx0.7$ is not large, conduction along the flow matters too. With it, and with constant gas properties, the temperature deficit falls by a factor $e$ over about 0.4 cm and to 1% over about 1.7 cm, a narrow band at the rim.

The viscous pressure drop grows in proportion to $Q$ and the part due to acceleration as $Q^2$. At the 8.6-fold flow considered above they are about 1% and 0.6% of $p$, and the velocity profile near the opening need no longer be parabolic. The heating length is proportional to $Q$ only when $uH/\alpha\gg1$. At the 8.6-fold flow the temperature deficit falls by a factor $e$ over about 0.9 cm and to 1% over about 4 cm, a third of the width of the deposition zone. These figures assume constant gas properties, so a fuller calculation of the gas temperature would then be needed to decide whether the feed must be preheated. The law also fails if the surface becomes so covered with adsorbed species that uptake ceases to be proportional to $c$; the ring balance then still holds, but its right-hand side is no longer $2\pi rkc$.
